# Nucleation rate density for a phase-change cell: a Poisson exercise: a program that tests the result

```python
# Result under test: independent nucleation at constant rate density J in a
# volume V gives P(at least one nucleus by time t) = 1 - exp(-J V t), hence
# J = -ln(1-P)/(V t). For a 20 nm cube, 10 ns and P = 0.5: J = ln2/(V t).
# Symbols: a = cube edge, V = a^3, t = time, m = J V t = mean event count,
# F = factor by which a neglected effect multiplies m, v = growth speed.
# Internal units are nm, ns, eV and K. Material parameters are rough model
# values for a Ge-Sb-Te type phase-change cell.
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import factorial

a = 20.0
t = 10.0
P_target = 0.5
V = a**3
J = -np.log(1 - P_target) / (V * t)
to_SI = 1.0 / (constants.nano**3 * constants.nano)
m = J * V * t


def rate_from_cells(number):
    """Solve the finite product of independent empty-cell probabilities."""
    cell = V * t / number

    def excess(rate):
        return 1 - (1 - rate * cell)**number - P_target
    return brentq(excess, 0.0, min(1 / cell, 10 / (V * t)),
                  xtol=1e-18, rtol=1e-12)


cell_numbers = [1, 10, 100, 1000000]
cell_rates = [rate_from_cells(number) for number in cell_numbers]
assert abs(cell_rates[-1] / J - 1) < 2e-6

# Master equation for the number of nuclei, solved by matrix exponential.
size = 25
generator = -J * V * np.eye(size) + J * V * np.eye(size, k=-1)
count_prob = expm(generator * t)[:, 0]
n = np.arange(size)
assert np.allclose(count_prob, np.exp(-m) * m**n / factorial(n), atol=1e-12)
assert abs(1 - count_prob[0] - P_target) < 1e-12

# Random nuclei from many independent space-time cells, followed by growth.
rng = np.random.default_rng(12345)
v = 0.5
trials, probes, cells = 200000, 20, 10**7
counts = rng.binomial(cells, J * V * t / cells, trials)
P_sim = np.mean(counts > 0)
assert abs(P_sim - P_target) < 0.006
owner = np.repeat(np.arange(trials), counts)
centres = rng.random((owner.size, 3)) * a
radii = v * (t - rng.random(owner.size) * t)
points = rng.random((trials, probes, 3)) * a
offset = np.abs(points[owner] - centres[:, None, :])
wrapped = np.minimum(offset, a - offset)


def covered_fraction(distance_parts):
    inside = np.sum(distance_parts**2, axis=2) < radii[:, None]**2
    hits = np.zeros((trials, probes), dtype=int)
    np.add.at(hits, owner, inside.astype(int))
    return np.mean(hits > 0)


fraction_walls = covered_fraction(offset)
fraction_periodic = covered_fraction(wrapped)
fraction_formula = 1 - np.exp(-np.pi * J * v**3 * t**4 / 3)
assert v * t < a / 2
assert abs(fraction_periodic - fraction_formula) < 4e-4
assert 0 < fraction_walls < fraction_periodic
del points, offset, wrapped

# Gradual build-up of the rate: formula against a product over time steps.
tau = 1.0
F_delay = 1 - tau / t * (1 - np.exp(-t / tau))
steps = 200000
dt = t / steps
times = (np.arange(steps) + 0.5) * dt
rates = J * (1 - np.exp(-times / tau))
empty_delay = np.exp(np.sum(np.log1p(-rates * V * dt)))
assert abs(empty_delay - 2**(-F_delay)) < 1e-5

# Nucleus size and interface layer: formulas against explicit spatial cells.
T = 600.0
kB = constants.k / constants.e
r_nucleus = 1.0
layer = 0.3
barrier_drop = 0.1
enhancement = np.exp(barrier_drop / (kB * T))
layer_fraction = 1 - (1 - 2 * layer / a)**3
F_size = (1 - 2 * r_nucleus / a)**3
F_layer = 1 - layer_fraction + layer_fraction * enhancement
equal_drop = kB * T * np.log((1 - layer_fraction) / layer_fraction)

grid = 200
x = (np.arange(grid) + 0.5) * a / grid
edge = np.minimum(x, a - x)
depth = np.minimum(np.minimum(edge[:, None, None], edge[None, :, None]),
                   edge[None, None, :])
cell_mean = J * (a / grid)**3 * t


def empty_from_grid(local_factor):
    return np.exp(np.sum(np.log1p(-cell_mean * local_factor)))


empty_size = empty_from_grid((depth > r_nucleus).astype(float))
empty_layer = empty_from_grid(np.where(depth < layer, enhancement, 1.0))
assert abs(empty_size - 2**(-F_size)) < 1e-5
assert abs(empty_layer - 2**(-F_layer)) < 1e-5
equal_enhancement = np.exp(equal_drop / (kB * T))
layer_sum = np.sum(depth < layer) * equal_enhancement
assert abs(layer_sum / np.sum(depth >= layer) - 1) < 1e-6

# Temperature error in the stated Arrhenius model of the rate.
E_rate = 2.0
dT = 10.0
F_cold = np.exp(-E_rate / kB * (1 / (T - dT) - 1 / T))
F_hot = np.exp(-E_rate / kB * (1 / (T + dT) - 1 / T))

print(f"Cube edge: {a:.1f} nm")
print(f"Cube volume: {V:.0f} nm^3 = {V * constants.nano**3:.3e} m^3")
print(f"Time: {t:.1f} ns")
print(f"Target probability: {100 * P_target:.1f} %")
print(f"Mean count m = ln 2: {m:.4f}")
print(f"Rate density J: {J:.4e} nm^-3 ns^-1")
print(f"Rate density J: {J * to_SI:.4e} m^-3 s^-1")
print(f"Rate of the whole cube JV: {J * V:.5f} ns^-1")
for number, rate in zip(cell_numbers, cell_rates):
    print(f"J from {number} cells: {rate * to_SI:.4e} m^-3 s^-1")
print(f"Probability if m = 0.5: {100 * (1 - np.exp(-0.5)):.2f} %")
print(f"Probability if m = 1: {100 * (1 - np.exp(-1.0)):.2f} %")
print(f"Probability of exactly one nucleus: {100 * count_prob[1]:.2f} %")
print(f"Probability of two or more: {100 * (1 - sum(count_prob[:2])):.2f} %")
print(f"Simulated nucleation probability: {100 * P_sim:.2f} %")
print(f"Number of simulated cubes: {trials}")
print(f"Mean waiting time: {1 / (J * V):.2f} ns")
print(f"Time for 99 % probability: {np.log(100) / (J * V):.2f} ns")
print(f"Temperature: {T:.0f} K, thermal energy kT: {kB * T:.4f} eV")
print(f"Rate build-up time tau: {tau:.1f} ns")
print(f"Nucleus radius: {r_nucleus:.1f} nm")
print(f"Interface layer: {layer:.1f} nm, barrier drop: {barrier_drop:.2f} eV")
print(f"Layer volume fraction: {100 * layer_fraction:.2f} %")
print(f"Layer rate enhancement: {enhancement:.3f}")
print(f"Barrier drop for equal layer and interior: {equal_drop:.4f} eV")
print(f"Activation energy of rate: {E_rate:.1f} eV, error: {dT:.0f} K")
effects = [("rate build-up", F_delay), ("nucleus size", F_size),
           ("interface layer", F_layer), ("10 K colder", F_cold),
           ("10 K hotter", F_hot)]
for name, factor in effects:
    print(f"{name}: F = {factor:.4f}, P = {100 * (1 - 2**(-factor)):.2f} %, "
          f"J for 50 % = {J * to_SI / factor:.3e} m^-3 s^-1")
print(f"Growth speed: {v:.2f} nm/ns")
print(f"Largest crystal radius at 10 ns: {v * t:.2f} nm")
print(f"Growth time, centre to corner: {a * np.sqrt(3) / 2 / v:.2f} ns")
print(f"Crystalline fraction, formula, no walls: {100*fraction_formula:.3f} %")
print(f"Crystalline fraction, simulated, no walls: "
      f"{100 * fraction_periodic:.3f} %")
print(f"Crystalline fraction, simulated, walls: {100*fraction_walls:.3f} %")
print("verified")
```

Output:

```
Cube edge: 20.0 nm
Cube volume: 8000 nm^3 = 8.000e-24 m^3
Time: 10.0 ns
Target probability: 50.0 %
Mean count m = ln 2: 0.6931
Rate density J: 8.6643e-06 nm^-3 ns^-1
Rate density J: 8.6643e+30 m^-3 s^-1
Rate of the whole cube JV: 0.06931 ns^-1
J from 1 cells: 6.2500e+30 m^-3 s^-1
J from 10 cells: 8.3709e+30 m^-3 s^-1
J from 100 cells: 8.6344e+30 m^-3 s^-1
J from 1000000 cells: 8.6643e+30 m^-3 s^-1
Probability if m = 0.5: 39.35 %
Probability if m = 1: 63.21 %
Probability of exactly one nucleus: 34.66 %
Probability of two or more: 15.34 %
Simulated nucleation probability: 50.03 %
Number of simulated cubes: 200000
Mean waiting time: 14.43 ns
Time for 99 % probability: 66.44 ns
Temperature: 600 K, thermal energy kT: 0.0517 eV
Rate build-up time tau: 1.0 ns
Nucleus radius: 1.0 nm
Interface layer: 0.3 nm, barrier drop: 0.10 eV
Layer volume fraction: 8.73 %
Layer rate enhancement: 6.918
Barrier drop for equal layer and interior: 0.1213 eV
Activation energy of rate: 2.0 eV, error: 10 K
rate build-up: F = 0.9000, P = 46.41 %, J for 50 % = 9.627e+30 m^-3 s^-1
nucleus size: F = 0.7290, P = 39.67 %, J for 50 % = 1.189e+31 m^-3 s^-1
interface layer: F = 1.5168, P = 65.05 %, J for 50 % = 5.712e+30 m^-3 s^-1
10 K colder: F = 0.5191, P = 30.22 %, J for 50 % = 1.669e+31 m^-3 s^-1
10 K hotter: F = 1.8854, P = 72.93 %, J for 50 % = 4.596e+30 m^-3 s^-1
Growth speed: 0.50 nm/ns
Largest crystal radius at 10 ns: 5.00 nm
Growth time, centre to corner: 34.64 ns
Crystalline fraction, formula, no walls: 1.128 %
Crystalline fraction, simulated, no walls: 1.123 %
Crystalline fraction, simulated, walls: 0.887 %
verified
```
